The Scott term of the Bohr atom from filled hydrogenic shells

N electrons move in the potential −Z/r of a fixed point nucleus. They do not repel each other, but they obey the Pauli principle, so in the ground state they fill the lowest hydrogenic levels with two electrons per orbital. This model is called the Bohr atom. Its total energy is a plain sum of eigenvalues, which can be found exactly and also estimated semiclassically. The problem is to find by how much the two sums differ when N is large, and where the difference comes from.

Hartree atomic units are used (ħ = m = e = 1), and the motion is nonrelativistic. The bound spectrum of −Z/r is taken as known: the levels are −Z²/(2n²) with n = 1, 2, 3, …, and level n has n² orbitals.

**(a) Let the shells n = 1 to M be filled. Find the energy E and the electron number N, and write both in terms of m = M + 1/2.**

Solution. With two spin states, shell n holds 2n² electrons. Its energy is

2n² × [−Z²/(2n²)] = −Z².

The degeneracy cancels the 1/n² of the level, so every filled shell contributes the same energy. Therefore

E = −Z²M = −Z²(m − 1/2).

The electron number requires the sum of n². Start from the identity

(n + 1/2)³ − (n − 1/2)³ = 3n² + 1/4,

in which the odd powers of 1/2 survive and the even ones cancel. Sum it from n = 1 to M. On the left, neighbouring terms cancel and the two ends remain:

m³ − 1/8 = 3 Σ n² + M/4.

Insert M = m − 1/2, so that M/4 = m/4 − 1/8. The constants −1/8 cancel, which leaves

3 Σ n² = m³ − m/4.

Since N = 2 Σ n²,

N = (2/3)(m³ − m/4).

For M = 1, m = 3/2 and N = (2/3)(27/8 − 3/8) = 2, as it should be.

**(b) In the semiclassical (Thomas-Fermi, TF) description, each spin state has one orbital per phase-space volume (2π)³, and all phase space with p²/2 − Z/r < μ is filled. Write μ = −Z²/(2ν²) with ν > 0 continuous. Find the electron number and the energy.**

Solution. At radius r the momenta fill a sphere of radius p(r), where

p² = 2(μ + Z/r).

The density is

ρ = 2 × (4π/3)p³/(2π)³ = p³/(3π²).

The kinetic energy density is

τ = 2 ∫₀^p (k²/2) 4πk² dk/(2π)³ = p⁵/(10π²).

The filled region ends where p = 0, at

r_c = Z/|μ| = 2ν²/Z.

Set r = r_c t with 0 < t < 1. Then

p² = 2Z(1/r − 1/r_c) = (2Z/r_c)(1 − t)/t = (Z/ν)²(1 − t)/t.

The combination r_c Z/ν = 2ν will appear repeatedly. The integrals over t are Beta functions,

∫₀¹ t^(a−1)(1 − t)^(b−1) dt = Γ(a)Γ(b)/Γ(a + b),

and the three that are needed follow from Γ(1/2) = √π and Γ(a + 1) = aΓ(a):

∫ t^(1/2)(1 − t)^(3/2) dt = (√π/2)(3√π/4)/6 = π/16,
∫ t^(−1/2)(1 − t)^(5/2) dt = √π(15√π/8)/6 = 5π/16,
∫ t^(−1/2)(1 − t)^(3/2) dt = √π(3√π/4)/2 = 3π/8.

Electron number:

N_TF = ∫ 4πr² ρ dr = [4/(3π)] r_c³(Z/ν)³ (π/16) = [4/(3π)] 8ν³ (π/16) = 2ν³/3.

Kinetic energy:

T_TF = ∫ 4πr² τ dr = [2/(5π)] r_c³(Z/ν)⁵ (5π/16) = [2/(5π)] 8ν³ (Z/ν)² (5π/16) = Z²ν.

Potential energy:

V_TF = −Z ∫ 4πr ρ dr = −Z [4/(3π)] r_c²(Z/ν)³ (3π/8) = −Z [4/(3π)] 4ν² (Z/ν)(3π/8) = −2Z²ν.

The total is

E_TF = T_TF + V_TF = −Z²ν.

The same energy follows from the TF density functional. With p = (3π²ρ)^(1/3), one has dρ/dp = p²/π² and dτ/dp = p⁴/(2π²), hence dτ/dρ = p²/2. Making the functional stationary at fixed N therefore gives p²/2 − Z/r = μ, the filling condition used above. The comparison below thus measures the error of the TF functional for this system.

**(c) Place the semiclassical cutoff at ν = m, halfway between the labels of the last filled shell and the first empty one. Compare the energies and the electron numbers.**

Solution. From (a) and (b),

E − E_TF = −Z²(m − 1/2) + Z²m = Z²/2.

No expansion was made, so at this cutoff the difference holds for every M. It is positive: the semiclassical energy is too deep.

The electron numbers do not agree, however:

N_TF − N = 2m³/3 − (2/3)(m³ − m/4) = m/6.

The TF system has m/6 electrons too many. A density functional is judged at the true number of electrons, so this comparison does not yet settle the matter.

**(d) Compare the two energies at equal N, for large N.**

Solution. Define

x = (3N/2)^(1/3).

By (b), a TF system with N electrons has ν = x, so its energy is −Z²x. By (a), the exact system obeys

x³ = m³ − m/4.

This must be solved for m. Substitute m = u + 1/(12u). Cubing gives

m³ = u³ + 3 × (1/12) × [u + 1/(12u)] + 1/(1728u³) = u³ + m/4 + 1/(1728u³).

The term m/4 cancels in the equation for x³, which becomes

x³ = u³ + 1/(1728u³).

So u differs from x very little. Writing u³ = x³[1 − 1/(1728x³u³)] and taking the cube root to first order in the small term,

u = x − 1/(5184x⁵) + …,

where 5184 = 3 × 1728. Replacing u by x in 1/(12u) causes an error of order x⁻⁷. Hence

m = x + 1/(12x) − 1/(5184x⁵) + O(x⁻⁷).

With E = −Z²(m − 1/2),

E = −Z²x + Z²/2 − Z²/(12x) + Z²/(5184x⁵) + O(Z²x⁻⁷).

The first term is the TF energy at the same N. The second is the Scott term, Z²/2. For a neutral atom with closed shells (Z = 2, 10, 28, 60, …), N = Z and x = (3Z/2)^(1/3), so

E = −(3/2)^(1/3) Z^(7/3) + Z²/2 − (1/12)(2/3)^(1/3) Z^(5/3) + ….

The excess electrons found in (c) explain the third term. To reach the true N, the TF cutoff is lowered from m to x, which takes electrons off the top of the distribution, where each has energy about −Z²/(2m²). Removing m/6 electrons there raises the TF energy by about

(m/6) × Z²/(2m²) = Z²/(12m),

and lowers E − E_TF by the same amount. Since this is smaller than Z²/2 by a factor of order 1/m, the mismatch in number does not change the Scott term.

The expansion parameter is 1/x, which depends on N alone. Z² is a common factor of all terms, so a large Z does not improve the relative accuracy. Stopping after the Scott term requires large N: for N = 2, x = 1.44225 and two terms give −0.942 Z² against the exact −Z². With the third term the closed-shell series is already accurate there, giving −1.00003 Z².

**(e) Which part of the semiclassical system has no counterpart in the exact sum?**

Solution. Use a continuous label q in place of n, with energy −Z²/(2q²). Differentiating the results of (b) with respect to the cutoff gives the content of an interval dq:

dN_TF = 2q² dq,
dE_TF = −Z² dq.

Assign to shell n the cell from n − 1/2 to n + 1/2. The cell has TF energy −Z², which is exactly the energy of the quantum shell. Its electron number is

(2/3)[(n + 1/2)³ − (n − 1/2)³] = 2n² + 1/6,

slightly more than the 2n² of the shell.

The cells of shells 1 to M cover 1/2 < q < m. The TF integral, however, begins at q = 0. The interval 0 < q < 1/2 is left over, and it contains

number: (2/3)(1/2)³ = 1/12,
energy: −Z²/2.

The energies in this interval lie below −Z²/(2 × 1/4) = −2Z², whereas the lowest quantum level is −Z²/2. A classical particle of energy ε < 0 must stay within r = Z/|ε|, so this content is confined to r < 1/(2Z). The semiclassical picture fills phase space close to the nucleus at energies where no bound quantum state exists. In this accounting, the Scott term removes that spurious energy.

The division into cells is a choice. TF also has content between −2Z² and −Z²/2, where again there is no level; in the chosen division it belongs to the cell of n = 1, whose total energy is right. The numbers add up in any case: 1/12 from the leftover interval and M/6 from the cells give (M + 1/2)/6 = m/6, as in (c).

The length 1/Z also marks a limit of the model. Electrons there have speeds of order Z. By (b) with ν = 1/2, the leftover interval has kinetic energy Z²/2 for 1/12 of an electron, so its rms speed is √12 Z ≈ 3.5Z, which exceeds c ≈ 137 once Z is about 40. For heavy nuclei a relativistic treatment therefore changes this region. Electron repulsion is absent as well. Carrying the Scott term over to interacting atoms needs a separate argument about screening near the nucleus, which is not part of this derivation.

**(f) Let a fraction f of shell M + 1 be filled, with 0 ≤ f ≤ 1. Does the Scott term survive?**

Solution. Each electron in shell M + 1 has the same energy, so the partly filled shell contributes −Z²f:

E = −Z²(M + f) = −Z²(y − 1/2), with y = m + f.

The electron number increases by 2(M + 1)²f = 2(m + 1/2)²f. Multiplying N by 3/2,

x³ = m³ − m/4 + 3f(m + 1/2)²
= m³ + 3fm² + 3fm + 3f/4 − m/4.

Compare this with

y³ = m³ + 3fm² + 3f²m + f³.

The two highest powers agree, and the difference is

x³ − y³ = [3f(1 − f) − 1/4] m + 3f/4 − f³.

Now divide by x² + xy + y². Both m and y differ from x by at most a number of order one, so the divisor is 3x² to leading order:

x − y = [f(1 − f) − 1/12]/x + O(x⁻²).

Since (E − E_TF)/Z² = −(y − 1/2) + x,

(E − E_TF)/Z² = 1/2 + [f(1 − f) − 1/12]/x + O(x⁻²).

The Scott term is the same for every filling. The next term oscillates as shells fill: its coefficient is −1/12 for closed shells and rises to 1/4 − 1/12 = 1/6 at half filling. For N = Z this oscillation is of order Z^(5/3), the order of the third term in (d).

**(g) Repeat the comparison at a fixed chemical potential, using Ω = E − μN. How does the result depend on where filling stops?**

Solution. Let ν be any cutoff, not necessarily halfway between shells. The filled shells are those with n ≤ ν, so M is the integer part of ν. Define

s = ν − m, with −1/2 ≤ s < 1/2.

If ν is an integer, the level at μ contributes nothing to Ω, so it does not matter whether it is filled. Because −μ = Z²/(2ν²), the exact value is

Ω/Z² = −(m − 1/2) + (m³ − m/4)/(3ν²).

Insert m = ν − s. The cubic term becomes

(ν − s)³/(3ν²) = ν/3 − s + s²/ν − s³/(3ν²),

and the linear one becomes

−(ν − s)/(12ν²) = −1/(12ν) + s/(12ν²).

The first part of Ω/Z² is −ν + s + 1/2. Its +s cancels the −s of the cubic term, so

Ω/Z² = −2ν/3 + 1/2 + (s² − 1/12)/ν + (s/12 − s³/3)/ν².

The semiclassical value is

Ω_TF/Z² = −ν + (2ν³/3)/(2ν²) = −2ν/3.

The difference is therefore

(Ω − Ω_TF)/Z² = 1/2 + (s² − 1/12)/ν + (s/12 − s³/3)/ν².

The constant 1/2 depends neither on how many shells are filled nor on where between two shells the cutoff lies. The upper edge enters only through terms that vanish as ν grows. This agrees with the accounting in (e), which places the Scott term at the deep end of the spectrum.

**(h) Evaluate the results for a model atom with N = Z = 60, and examine how fast the Scott limit is approached.**

Solution. The first four shells hold 2 + 8 + 18 + 32 = 60 electrons. No real element is meant, since electron repulsion is absent and the motion is nonrelativistic. At Z = 60, filling the same shells with the Dirac levels of a point nucleus would lower the energy by about 450 hartree, a quarter of the Scott term and several times the third term found below. The exact energy is

E = −4 × 60² = −14400 hartree.

For the semiclassical energy, x = 90^(1/3) = 4.481405, so

E_TF = −3600 × 4.481405 = −16133.06 hartree.

It is made up of T_TF = 16133.06 hartree and V_TF = −32266.11 hartree. TF is too deep by 1733.06 hartree, or 12.0 percent of the exact energy. The Scott term is

Z²/2 = 1800 hartree = 48.98 keV.

Adding it gives −14333.06 hartree, which is too shallow by 0.46 percent of the exact energy. The third term is

−3600/(12 × 4.481405) = −66.94 hartree,

and with it the sum is −14400.0004 hartree. The remaining 0.0004 hartree matches the next term of (d), 3600/(5184x⁵).

At the common cutoff ν = 4.5, TF has 60.75 electrons and an energy of −16200 hartree. The difference from the exact energy is 1800 hartree, as (c) requires. The excess is 4.5/6 = 0.75 electron, and removing it raises the TF energy by 16200 − 16133.06 = 66.94 hartree.

The leftover interval of (e) holds 0.0833 electron with a total energy of −1800 hartree. It lies below −7200 hartree in energy and inside r = 0.00833 bohr, while the whole TF atom extends to 0.669 bohr. The lowest quantum level is also at −1800 hartree, but that is the energy of one electron, not of a twelfth of one.

For closed shells, (E − E_TF)/Z² approaches 1/2 from below:

M = 1, N = 2: 0.4422
M = 4, N = 60: 0.4814
M = 10, N = 770: 0.4921
M = 100, N = 676700: 0.4992

The approach is slow because the correction −1/(12x) falls off only as N^(−1/3).

An open shell can lie on the other side of 1/2. Keep Z = 60 and take N = 80, which is possible because −Z/r binds any number of non-interacting electrons. The fifth shell then has 20 of its 50 places filled, so f = 0.4 and E = −3600 × 4.4 = −15840 hartree. With x = 4.93242, the exact difference is (E − E_TF)/Z² = 0.5324. The law of (f) gives

0.5 + (0.24 − 0.08333)/4.93242 = 0.5318.

The remaining 0.0007 is of the neglected order x⁻². For all N from 60 to 3000, the largest remainder found, multiplied by x², is 0.032.

At fixed μ, the difference (Ω − Ω_TF)/Z² is 0.4815 for ν = 4.5, 0.5099 for ν = 7.9 and 0.4993 for ν = 60.7. It lies on either side of 1/2, according to the position of the cutoff between shells.

For the N = Z = 60 example, the numerical check obtains the exact energy by diagonalizing the radial Schrödinger equation and the TF quantities by integrating the local density. The chemical potential is set from ν = x, and the integrated density is confirmed to hold 60 electrons. The closed-shell table, the open-shell values and the fixed-μ values take the exact energy from a sum over the hydrogenic levels, which the program checks against the diagonalization for selected N up to 182. The table and the open-shell values use the TF energy −Z²x, whose closed form is checked against quadrature, while the fixed-μ values integrate the TF density directly.

Computed results

```
Model: Z = 60, N = 60 electrons, filled shells = 4
x = (3N/2)^(1/3) = 4.481405
TF chemical potential = -89.6281 hartree
TF edge radius = 0.66943 bohr
TF kinetic energy = 16133.057 hartree
TF potential energy = -32266.114 hartree
Exact sum (diagonalization) = -14400.0000 hartree
TF energy = -16133.0571 hartree
Exact minus TF = 1733.0571 hartree
Scott term Z^2/2 = 1800.0000 hartree = 48.980 keV
TF + Scott = -14333.0571 hartree
Next term -Z^2/(12x) = -66.9433 hartree
TF + Scott + next = -14400.0004 hartree
Error of TF = 12.035 percent
Error of TF + Scott = -0.465 percent
Common cutoff nu = 4.5:
  TF electrons = 60.75000
  TF energy = -16200.0000 hartree
  exact minus TF = 1800.0000 hartree
TF content below energy -2 Z^2:
  energy bound = -7200.0 hartree
  lowest quantum level = -1800.0000 hartree
  electrons = 0.083333
  energy = -1800.0000 hartree
  outer radius = 0.008333 bohr
Closed shells: M, N, (E - E_TF)/Z^2 (dimensionless)
     1        2 0.442250
     2       10 0.466212
     3       28 0.476027
     4       60 0.481405
     6      182 0.487154
    10      770 0.492057
    30    18910 0.497268
   100   676700 0.499171
Open shell, Z = 60, N = 80: f = 0.400, x = 4.93242
  exact sum = -15840.000 hartree
  (E - E_TF)/Z^2 = 0.532424
  law through order 1/x = 0.531763
Largest x^2*|remainder|, N = 60 to 3000: 0.03217
Fixed mu, Z = 10: nu, (Omega - Omega_TF)/Z^2
     3.2 0.500521
     4.5 0.481481
     7.9 0.509897
    20.3 0.497831
    60.7 0.499290
x^5 * neglected term at M = 50: 1.928949e-04
1/5184 = 1.929012e-04
```
